# Edge Motion of a Strained Film on a Thin Viscous Layer

## 1. One spring on one dashpot

Take a strip of film of length $a$, thickness $h$ and elastic modulus $M$. It is stretched along $x$ by a strain $\varepsilon_0$ and rests on a layer of thickness $H$ and viscosity $\eta$, which sits on a rigid base. The far end of the strip is held, and at $t=0$ the near end is released. As a crude first model, let the strip be a single spring, and put all the drag of the layer at the released end.

When that end has moved by $u$ towards the held end, the remaining strain is $\varepsilon_0-u/a$. The film therefore pulls with a force $Mh(\varepsilon_0-u/a)$ per unit width. A layer sheared at the rate $\dot u/H$ resists with the stress $\eta\dot u/H$ over the length $a$. Inertia is neglected, so the two forces balance:

$$\frac{\eta a}{H}\,\dot u=Mh\left(\varepsilon_0-\frac{u}{a}\right).$$

Multiplying by $H/(\eta a)$ gives

$$\dot u=\frac{D}{a^2}(\varepsilon_0a-u),\qquad D=\frac{MhH}{\eta},\qquad u=\varepsilon_0a\left(1-e^{-Dt/a^2}\right).$$

The end finally moves by $\varepsilon_0a$, which is the whole stored extension, and it does so in a time of order $a^2/D$. The constant $D$ has the dimension of a diffusivity.

A very long film has no length $a$ of its own. At time $t$ only a zone of length about $\sqrt{Dt}$ near the edge can have relaxed, so the edge should have moved by a number times $\varepsilon_0\sqrt{Dt}$. To find the number, the elasticity and the drag must be spread along the film. The result will be

$$u(0,t)=2\varepsilon_0\sqrt{\frac{Dt}{\pi}} .$$

**Conventions.** The film fills $x>0$ and its edge is at $x=0$. The displacement $u(x,t)$ is measured from the stressed initial state and is positive into the film. Tension is positive. With $\varepsilon_0>0$ the edge retracts; with $\varepsilon_0<0$ it moves outward. Strains are small, and the film is linearly elastic, flat at the start and uncracked.

## 2. Which strain is $\varepsilon_0$?

A film with a lattice or thermal mismatch is usually strained in both in-plane directions. Let this strain be $\varepsilon_m$ along $x$ and along $y$, the direction of the edge. The film is long in $y$, so $\varepsilon_y$ stays at $\varepsilon_m$ while $\varepsilon_x=\varepsilon_m+\partial u/\partial x$. The normal stress across the thin film is taken as zero, so Hooke's law reads

$$E\varepsilon_x=\sigma_x-\nu\sigma_y,\qquad E\varepsilon_y=\sigma_y-\nu\sigma_x .$$

Adding $\nu$ times the second equation to the first removes $\sigma_y$ and leaves $E(\varepsilon_x+\nu\varepsilon_y)=(1-\nu^2)\sigma_x$. Hence, writing $\sigma$ for $\sigma_x$,

$$\sigma=M\left(\varepsilon_0+\frac{\partial u}{\partial x}\right),\qquad M=\frac{E}{1-\nu^2},\qquad \varepsilon_0=(1+\nu)\varepsilon_m .$$

The strain in the edge law is thus the strain recovered along $x$ when $\sigma$ falls to zero, $\varepsilon_0=\sigma_0/M$, where $\sigma_0$ is the initial stress. For an equibiaxial mismatch it exceeds $\varepsilon_m$ by the factor $1+\nu$, because the strain held along $y$ also contributes to the stress along $x$. In the limit $\nu=0$ the two strains agree.

## 3. Drag of the layer

Let $z$ be the height in the layer, $V=\partial u/\partial t$ the film velocity and $p$ the pressure. If the motion varies along $x$ over lengths much greater than $H$, the flow is nearly parallel to the base and obeys $\eta\,\partial^2v/\partial z^2=\partial p/\partial x$. With no slip at $z=0$ and $z=H$,

$$v=\frac{Vz}{H}+\frac{1}{2\eta}\frac{\partial p}{\partial x}\,z(z-H).$$

The stress resisting the film and the flux in the layer follow by differentiation at $z=H$ and by integration over $z$:

$$\tau=\frac{\eta V}{H}+\frac H2\frac{\partial p}{\partial x},\qquad q=\frac{VH}{2}-\frac{H^3}{12\eta}\frac{\partial p}{\partial x}.$$

There are two limits.

- **Film free to rise or sink.** No pressure builds up, and $\tau=\eta V/H$.
- **Film held flat.** Incompressibility makes $q$ uniform along $x$, and since nothing moves far away, $q=0$. Then $\partial p/\partial x=6\eta V/H^2$ and $\tau=\eta V/H+3\eta V/H=4\eta V/H$.

A solution of the full Stokes equations for a motion with wavenumber $0.02/H$ gives the factors 1.0007 and 4.0001 in front of $\eta V/H$, which confirms both limits.

The edge law uses the first limit. To see whether a thin film is soft enough, consider a pattern of wavenumber $k$. Conservation of liquid with $q\approx VH/2$ gives a rise $w=-(H/2)\,\partial u/\partial x$. The film tension $\sigma_0h$ presses back with $p=\sigma_0hk^2w$. The extra term in $\tau$ is then

$$\frac H2\frac{\partial p}{\partial x}=-\frac{H^2}{4}\sigma_0hk^2\frac{\partial^2u}{\partial x^2}=\frac{H^2}{4}\sigma_0hk^4u .$$

Compared with the elastic force $Mhk^2u$ it is the fraction $\varepsilon_0(kH)^2/4$, which is small since both $\varepsilon_0$ and $kH$ are small. This estimate leaves out the bending stiffness and the bending moment of the drag on the lower face of the film. The moment lowers the relaxation rate by a fraction of about $hHk^2/2$. For the values of section 7 this is larger than the term kept, about 0.035 % at $k=1/\sqrt{Dt}$ and 90 s, but still small.

## 4. The continuous film

A slice of film between $x$ and $x+dx$ is pulled forward by $h\sigma(x+dx)$, backward by $h\sigma(x)$, and held back by the drag $\tau\,dx$. Therefore

$$h\frac{\partial\sigma}{\partial x}=\tau=\frac{\eta}{H}\frac{\partial u}{\partial t}.$$

Since $\varepsilon_0$ is uniform, $\partial\sigma/\partial x=M\,\partial^2u/\partial x^2$, and

$$\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},\qquad D=\frac{MhH}{\eta}.$$

Differentiating once in $x$ and multiplying by $M$ gives $\partial\sigma/\partial t=D\,\partial^2\sigma/\partial x^2$. Stress diffuses along the film, which is why $D$ is called the stress diffusivity. It is the constant already found for the single spring.

Now let $e=\partial u/\partial x$ be the change of strain. It obeys the same equation. It is zero at $t=0$ and stays zero far from the edge. At the free edge $\sigma=0$, so $e(0,t)=-\varepsilon_0$. These conditions contain no length, so $e$ can depend on $x$ and $t$ only through their dimensionless combination:

$$e=-\varepsilon_0f(\xi),\qquad \xi=\frac{x}{2\sqrt{Dt}},\qquad f(0)=1,\quad f(\infty)=0 .$$

Because $\partial\xi/\partial t=-\xi/(2t)$ and $\partial\xi/\partial x=1/(2\sqrt{Dt})$,

$$\frac{\partial e}{\partial t}=\frac{\varepsilon_0\xi f'}{2t},\qquad D\frac{\partial^2e}{\partial x^2}=-\frac{\varepsilon_0f''}{4t}.$$

Equating the two gives $f''+2\xi f'=0$, so $f'$ is proportional to $e^{-\xi^2}$. The end conditions fix $f=\operatorname{erfc}\xi$, and the stress is $\sigma=\sigma_0\operatorname{erf}\xi$.

The far film does not move, so the displacement at $x$ is minus the integral of $e$ from $x$ to infinity. With $dx=2\sqrt{Dt}\,d\xi$,

$$u(x,t)=2\varepsilon_0\sqrt{Dt}\int_\xi^\infty\operatorname{erfc}s\,ds .$$

Integration by parts, with $d(\operatorname{erfc}s)/ds=-2e^{-s^2}/\sqrt\pi$, gives

$$\int_\xi^\infty\operatorname{erfc}s\,ds=\Big[s\operatorname{erfc}s\Big]_\xi^\infty+\frac{2}{\sqrt\pi}\int_\xi^\infty s\,e^{-s^2}ds=\frac{e^{-\xi^2}}{\sqrt\pi}-\xi\operatorname{erfc}\xi\equiv I(\xi).$$

At the edge $\xi=0$ and $I(0)=1/\sqrt\pi$, so that

$$\boxed{u(0,t)=2\varepsilon_0\sqrt{\frac{Dt}{\pi}}}$$

The edge speed is $\varepsilon_0\sqrt{D/(\pi t)}$. It falls with time because the same released force $\sigma_0h$ must drag an ever longer piece of film. At $t\to0$ it diverges, a sign that the model lacks something at very short times; section 6 returns to this.

## 5. A film of finite length

In the semi-infinite model the law holds at every $t>0$. A real film with two free edges a distance $2L$ apart follows it only at first. By symmetry its center stays at rest, $u(L,t)=0$.

Let $U(x,t)=2\varepsilon_0\sqrt{Dt}\,I\big(x/(2\sqrt{Dt})\big)$ be the semi-infinite solution. The sum

$$u(x,t)=\sum_{n=-\infty}^{\infty}(-1)^n\,U(|x-2nL|,t)$$

solves the diffusion equation for $0<x<L$. At $x=L$ the terms $n$ and $1-n$ have equal distances and opposite signs, so they cancel. At $x=0$ the slopes of the terms $n$ and $-n$ cancel, and the term $n=0$ supplies the required slope $-\varepsilon_0$. The edge displacement is therefore $U(0,t)-2U(2L,t)+\dots$, and the first relative deficit is

$$\frac{2U(2L,t)}{U(0,t)}=2\sqrt\pi\;I\!\left(\frac{L}{\sqrt{Dt}}\right).$$

For $\sqrt{Dt}\ll L$ it is exponentially small, and each edge moves as if the other did not exist. In the opposite limit the motion stops, $\partial^2u/\partial x^2=0$, and $u=\varepsilon_0(L-x)$. The edge has then moved by $\varepsilon_0L$, as the single spring with $a=L$ predicted.

## 6. Very short times and the end of the film

**Elastic layer.** A glass also shears elastically, with modulus $G$. Adding elastic and viscous shear rates gives $\dot u/H=\dot\tau/G+\tau/\eta$. Let a hat denote the Laplace transform in time, with variable $s$, and let $t_G=\eta/G$. With everything at rest before release,

$$\hat\tau=\frac{\eta}{H}\frac{s\hat u}{1+st_G},\qquad \frac{\partial^2\hat u}{\partial x^2}=\frac{s}{D(1+st_G)}\,\hat u .$$

The decaying solution with edge slope $-\varepsilon_0/s$ has

$$\hat u(0)=\varepsilon_0\sqrt D\,s^{-3/2}\sqrt{1+st_G}\approx\varepsilon_0\sqrt D\left(s^{-3/2}+\tfrac12t_Gs^{-1/2}\right),$$

where the expansion for small $st_G$ describes times $t\gg t_G$. The inverse transforms of $s^{-3/2}$ and $s^{-1/2}$ are $2\sqrt{t/\pi}$ and $1/\sqrt{\pi t}$, so

$$u(0,t)\approx2\varepsilon_0\sqrt{\frac{Dt}{\pi}}\left(1+\frac{t_G}{4t}\right).$$

The first term recovers the edge law by a second route. For large $s$, $\hat u(0)\to\varepsilon_0\sqrt{Dt_G}/s$, so within this model the edge makes a finite jump at release and the divergence of the displacement rate is replaced by that jump. The jump strains the film over a length of about $\sqrt{Dt_G}$, and the thin-layer drag requires this length to be much greater than $H$. For the values of section 7 it is only $0.73H$, so the thin-layer value of the jump, 0.73 nm, is too large. An incompressible elastic layer treated without the thin-layer approximation gives about 0.3 nm.

**End drag.** Within a distance of about $H$ from the edge the flow is not parallel, and liquid ahead of the film is dragged along. Write the extra resistance as that of an added film length $b$. The edge is then no longer free of stress: $h\sigma(0,t)=(\eta b/H)\,\partial u/\partial t$, or

$$\varepsilon_0+\frac{\partial u}{\partial x}=\frac bD\frac{\partial u}{\partial t}\quad\text{at }x=0 .$$

With $\hat u=Ae^{-\kappa x}$ and $\kappa=\sqrt{s/D}$ this becomes $\varepsilon_0/s-\kappa A=b\kappa^2A$. Hence

$$A=\frac{\varepsilon_0}{s\kappa(1+b\kappa)}=\frac{\varepsilon_0}{s\kappa}-\frac{\varepsilon_0b}{s(1+b\kappa)} .$$

The first term is the edge law. For $\sqrt{Dt}\gg b$ the second is expanded as $\varepsilon_0b(1-b\kappa)/s$, which lowers the displacement by

$$\Delta u\approx\varepsilon_0b\left(1-\frac{b}{\sqrt{\pi Dt}}\right).$$

The length $b$ was obtained numerically from Stokes flow under a uniformly moving strip, with no normal stress on the upper surface. The total drag on a strip of width $2c$ is set equal to $(\eta V/H)(2c+2b)$. Strips with $c=4H$ and $c=6H$ both give $b=0.995H$. This length fixes only the leading loss $\varepsilon_0b$. The term $\varepsilon_0b^2/\sqrt{\pi Dt}$ belongs to the lumped end drag and is of the same order as the correction for non-parallel flow along the relaxed zone, where the drag factor is $1+\tfrac53(kH)^2$. For the full Stokes layer its coefficient is $5H^2/6$ in place of $b^2\approx0.99H^2$. Either way the loss is nearly constant in time for $\sqrt{Dt}\gg H$, while the main displacement grows as $\sqrt t$.

The regime of the law is therefore $H\ll\sqrt{Dt}\ll L$ together with $t\gg t_G$. The film must also be thin, $h\ll\sqrt{Dt}$, because its stress was taken as uniform through the thickness.

## 7. Numbers

Take $h=20$ nm, $H=200$ nm, $E=150$ GPa, $\nu=0.25$, $\eta=10^{10}$ Pa s, a tensile mismatch of 0.40 % and $L=20$ µm. Then

$$M=\frac{150}{1-0.0625}=160\ \text{GPa},\qquad \varepsilon_0=1.25\times0.40\,\%=0.50\,\%,$$

$$D=\frac{(160\times10^9)(20\times10^{-9})(200\times10^{-9})}{10^{10}}\ \text{m}^2/\text{s}=0.064\ \mu\text{m}^2/\text{s}.$$

The initial stress is $M\varepsilon_0=0.80$ GPa and the film force is 16 N/m. After 90 s, $\sqrt{Dt}=\sqrt{5.76}=2.40$ µm, which is twelve times $H$ and about one eighth of $L$. The edge has moved by

$$u(0,t)=2\times0.005\times2400\ \text{nm}/\sqrt\pi=13.5\ \text{nm}.$$

For a numerical test, the half-film was cut into 800 springs joined in a row, with a dashpot at each node, and its motion was computed from the force balances. At 10, 30 and 90 s its edge had moved by 4.513, 7.817 and 13.540 nm; the law gives 4.514, 7.818 and 13.541 nm. At $x=\sqrt{Dt}$ and 90 s the chain moved by 4.79 nm, and the profile gives $24\,I(1/2)=4.79$ nm.

The finite length alone makes the law 1 % too large at about 2000 s, where the chain-to-law ratio is 0.990. The chain finally stops at 100 nm, equal to $\varepsilon_0L$.

Four effects left out of the law have these sizes at 90 s:

- End drag removes 0.95 nm in the lumped model and 0.96 nm for the full Stokes layer, or 7 % of the 13.5 nm given by the law.
- Glass elasticity with $G=30$ GPa has $t_G=0.33$ s and adds 0.09 % to the displacement.
- The resistance of the film to deflection changes the relaxation rate at $k=1/\sqrt{Dt}$ by less than 0.1 %.
- A capillary force at the edge, taken roughly as 1 N/m, is 6 % of the film force. The displacement is proportional to the released force, so it changes by the same fraction, with a sign set by the surface stresses of the two film faces and the surface tension of the glass.

## 8. Beside a real film

These round values are meant for the regime of a crystalline semiconductor film transferred onto borophosphosilicate glass that has softened near 1050 K. They are rough, and the film is treated as elastically isotropic, which a crystal is not. In a (001) silicon film, with room-temperature elastic constants, the factor $1+\nu$ is replaced by about 1.28 if the edge moves along ⟨100⟩ and by about 1.06 if it moves along ⟨110⟩. With the modulus $M$ of each direction, the same mismatch then gives about 9 % less motion along ⟨110⟩. The viscosity is the least certain value, since it depends strongly on glass composition and temperature. With all else fixed $u\propto\eta^{-1/2}$, so a tenfold error in $\eta$ changes the displacement by a factor of about 3. For an assumed activation energy of 4 eV, a glass 5 K hotter gives 11 % more edge motion, a larger change than any of the four effects listed in section 7. If the temperature drifts during the anneal, $D$ varies with time. As long as $\varepsilon_0$ stays constant, $Dt$ in the edge law is then replaced by the time integral of $D$. The model also assumes that no dislocations move. Away from the edge the largest shear stress in the film, $\sigma_0/2$, is 0.67 % of its shear modulus. This does not exclude the motion of dislocations already present, and just after release the stress is higher within a few nanometres of the lower corner of the edge. A film in compression may wrinkle while its edge moves outward, and the flat-film law then no longer describes it. The numerical output below lists the inputs and main results of the example in section 7.

## Computed values

```
INPUTS (round model values)
film thickness: 20 nm
viscous layer thickness: 200 nm
Young modulus: 150 GPa
Poisson ratio: 0.25
viscosity: 1.0e+10 Pa s
biaxial mismatch strain: 0.40 %
film half-length: 20 um
example time: 90 s
glass shear modulus: 30 GPa
temperature: 1050 K
viscosity activation energy: 4.0 eV
capillary edge force: 1.0 N/m
MAIN RESULTS
plane-strain modulus M: 160.0 GPa
recoverable strain eps0: 0.500 %
initial stress: 0.800 GPa
initial film force: 16.00 N/m
stress diffusivity D: 0.0640 um2/s
diffusion length sqrt(Dt): 2.400 um
area under erfc: 0.564190
edge at 10 s, law: 4.514 nm
edge at 10 s, chain: 4.513 nm
edge at 30 s, law: 7.818 nm
edge at 30 s, chain: 7.817 nm
edge at 90 s, law: 13.541 nm
edge at 90 s, chain: 13.540 nm
chain motion at x=sqrt(Dt): 4.791 nm
edge speed at example time: 0.0752 nm/s
LIMITS AND NEGLECTED EFFECTS
diffusion time L^2/D: 6250 s
law 1 % too large at: 1998 s
chain/law at that time: 0.99000
final edge motion, chain: 100.00 nm
drag factor, film free to rise: 1.0007
drag factor, film held flat: 4.0001
added end length/H, narrow strip: 0.9954
added end length/H, wide strip: 0.9954
end drag lowers edge motion by: 0.949 nm
same as fraction: 7.01 %
glass relaxation time: 0.333 s
glass elasticity adds: 0.093 %
deflection changes rate by: 0.00087 %
capillary/film force: 6.25 %
5 K hotter: edge motion up 11.0 %
max film shear/shear modulus: 0.67 %
```
